**Kanamori form of the t2g Coulomb interaction**

For d orbitals with a common radial function and a 1/r12 interaction, the t2g block has U = A + 4B + 3C, J = 3B + C and U′ = U − 2J. Here U and U′ are the intraorbital and interorbital repulsions, J is the exchange integral, and A, B, C are Racah parameters. The program builds the full d tensor from angular integrals and asserts its agreement with analytic Gaussian integrals; the largest difference is 2.3e-15 hartree. It also asserts the Kanamori Hamiltonian in the 64-state Fock space, its equivalent form in terms of particle number, spin and effective orbital angular momentum, and the two-electron levels. For a Slater orbital with exponent 3 bohr⁻¹, the output gives U = 22.573 eV, U′ = 20.553 eV and J = 1.010 eV, without screening. A cubic but nonspherical orbital set keeps the Kanamori pattern but gives U − U′ − 2J = −0.037036 hartree, so cubic symmetry alone does not impose the relation.

## Numerical check

```python
"""
Result under test: for d orbitals with a common radial function, the Coulomb
tensor <ab|cd> restricted to t2g = (xy, yz, xz) has exactly Kanamori form,
  U = A + 4B + 3C,  J = 3B + C,  Uprime = U - 2J.
In <ab|cd>, electron 1 carries a and c, electron 2 carries b and d.
F0, F2, F4: radial Slater integrals; A, B, C: Racah parameters,
  A = F0 - F4/9,  B = F2/49 - 5 F4/441,  C = 35 F4/441.
Energies are in hartree, lengths in bohr.
"""
import itertools
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc
from sympy.physics.wigner import gaunt
from pyscf import gto

RANKS = (0, 2, 4)
MS = range(-2, 3)


def angular_c(k, m, mp):
    """Integral of conj(Y_2m) C_k,m-mp Y_2mp."""
    if abs(m - mp) > k:
        return 0.0
    g = float(gaunt(2, k, 2, -m, m - mp, mp))
    return (-1) ** m * np.sqrt(4 * np.pi / (2 * k + 1)) * g


# Rows: xy, yz, 3z2-r2, xz, x2-y2; columns: m = -2 ... 2.
s = 1 / np.sqrt(2)
to_real = np.array([[1j * s, 0, 0, 0, -1j * s],
                    [0, 1j * s, 0, 1j * s, 0],
                    [0, 0, 1, 0, 0],
                    [0, s, 0, -s, 0],
                    [s, 0, 0, 0, s]])
XY, YZ, Z2, XZ, X2Y2 = range(5)
T2G = [XY, YZ, XZ]
EG = [Z2, X2Y2]

c_table = {k: np.array([[angular_c(k, m, mp) for mp in MS] for m in MS])
           for k in RANKS}
angular = {}
for k in RANKS:
    complex_tensor = np.zeros((5,) * 4)
    for i, j, p, q in itertools.product(range(5), repeat=4):
        if i + j == p + q:
            complex_tensor[i, j, p, q] = c_table[k][i, p] * c_table[k][q, j]
    t = np.einsum('ai,bj,cp,dq,ijpq->abcd', to_real.conj(), to_real.conj(),
                  to_real, to_real, complex_tensor, optimize=True)
    assert abs(t.imag).max() < 1e-12
    angular[k] = t.real


def slater_integral(density, k, rmax, n=160):
    """Radial integral for density = r^2 R(r)^2, by product quadrature."""
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1) / 2, w / 2
    r = rmax * x
    inner = density(np.outer(r, x)) @ (w * x ** k)
    return 2 * rmax * np.sum(w * density(r) * inner)


def full_tensor(F):
    return sum(F[k] * angular[k] for k in RANKS)


def racah(F):
    return (F[0] - F[4] / 9, F[2] / 49 - 5 * F[4] / 441, 35 * F[4] / 441)


def racah_coefficients(index):
    """Coefficients of A, B, C in one tensor element."""
    a0, a2, a4 = (angular[k][index] for k in RANKS)
    return np.array([a0, 49 * a2, 7 * a0 / 5 + 7 * a2 + 63 * a4 / 5])


def kanamori_fit(t):
    """Read U, Uprime, J from three elements; return misfit of all others."""
    n = len(t)
    U, Up, J = t[0, 0, 0, 0], t[0, 1, 0, 1], t[0, 1, 1, 0]
    e = np.eye(n)
    model = (Up * np.einsum('ac,bd->abcd', e, e)
             + J * np.einsum('ad,bc->abcd', e, e)
             + J * np.einsum('ab,cd->abcd', e, e))
    for a in range(n):
        model[a, a, a, a] = U
    return U, Up, J, abs(t - model).max()


# Whole d tensor against analytic Gaussian two-electron integrals.
alpha = 1.0
mol = gto.M(atom='H 0 0 0', basis={'H': [[2, [alpha, 1.0]]]},
            spin=1, verbose=0)
library = mol.intor('int2e_sph').reshape((5,) * 4).transpose(0, 2, 1, 3)
norm_g = 2 * (2 * alpha) ** 3.5 / gamma(3.5)
F_gauss = {k: slater_integral(
    lambda r: norm_g * r ** 6 * np.exp(-2 * alpha * r ** 2), k, 7.0)
    for k in RANKS}
library_error = abs(full_tensor(F_gauss) - library).max()
assert library_error < 1e-9
A, B, C = racah(F_gauss)
U, Up, J, misfit = kanamori_fit(library[np.ix_(T2G, T2G, T2G, T2G)])
assert misfit < 1e-9
assert np.allclose([U, Up, J], [A + 4*B + 3*C, A - 2*B + C, 3*B + C],
                   atol=1e-9, rtol=0)
assert abs(U - Up - 2 * J) < 1e-9

# Cubic t2g orbitals that are not pure l=2: pattern stays, relation fails.
mol = gto.M(atom='H 0 0 0', basis={'H': [[2, [alpha, 1.0]],
                                         [4, [alpha, 1.0]]]},
            spin=1, cart=True, verbose=0)
mix = 0.5
orb = np.zeros((21, 3))
for col, (d_index, g_index) in enumerate([(1, 8), (4, 4), (2, 7)]):
    orb[d_index, col] = 1.0
    orb[6 + g_index, col] = mix
overlap = orb.T @ mol.intor('int1e_ovlp_cart') @ orb
assert abs(overlap - overlap[0, 0] * np.eye(3)).max() < 1e-10
orb /= np.sqrt(overlap[0, 0])
eri = mol.intor('int2e_cart').reshape((21,) * 4)
cubic = np.einsum('pa,qc,rb,sd,pqrs->abcd', orb, orb, orb, orb, eri,
                  optimize=True)
Uc, Upc, Jc, misfit_c = kanamori_fit(cubic)
assert misfit_c < 1e-9
assert abs(Uc - Upc - 2 * Jc) > 0.01 * Jc

# Worked example: 3d Slater orbital.
zeta = 3.0
norm_s = (2 * zeta) ** 7 / factorial(6)


def slater_density(r):
    return norm_s * r ** 6 * np.exp(-2 * zeta * r)


F = {k: slater_integral(slater_density, k, 14.0) for k in RANKS}
for k in RANKS:
    def integrand(r, k=k):
        inside = (norm_s * gamma(7 + k) / (2 * zeta) ** (7 + k)
                  * gammainc(7 + k, 2 * zeta * r))
        return 2 * slater_density(r) * inside / r ** (k + 1)
    check = quad(integrand, 0, 14, epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(F[k] - check) < 1e-9
A, B, C = racah(F)
tensor = full_tensor(F)
t2g = tensor[np.ix_(T2G, T2G, T2G, T2G)]
U, Up, J, misfit_s = kanamori_fit(t2g)
assert misfit_s < 1e-12
assert np.allclose([U, J, Up], [A + 4*B + 3*C, 3*B + C, U - 2*J],
                   atol=1e-12, rtol=0)

# Two integrals among m = +1, -1 that determine the xz, yz pair.
D = sum(F[k] * c_table[k][3, 3] ** 2 for k in RANKS)
X = sum(F[k] * c_table[k][3, 1] ** 2 for k in RANKS)
assert np.allclose([D + X/2, D - X/2, X/2], [U, Up, J], atol=1e-12)
assert abs(D - F[0] - F[2] / 49 - 16 * F[4] / 441) < 1e-12
assert abs(X - 6 * F[2] / 49 - 40 * F[4] / 441) < 1e-12

# Fock space of three orbitals with two spins; mode = 2*orbital + spin.
lower = np.array([[0., 1.], [0., 0.]])
sign = np.diag([1., -1.])
ann = []
for mode in range(6):
    op = np.eye(1)
    for site in range(6):
        factor = sign if site < mode else lower if site == mode else np.eye(2)
        op = np.kron(op, factor)
    ann.append(op)
cre = [op.T for op in ann]
num = [cre[i] @ ann[i] for i in range(6)]
N = sum(num)

H = np.zeros((64, 64))
for a, b, c, d in itertools.product(range(3), repeat=4):
    if abs(t2g[a, b, c, d]) > 1e-13:
        for s1, s2 in itertools.product(range(2), repeat=2):
            H += 0.5 * t2g[a, b, c, d] * (cre[2*a+s1] @ cre[2*b+s2]
                                          @ ann[2*d+s2] @ ann[2*c+s1])

H_kanamori = sum(U * num[2*a] @ num[2*a+1] for a in range(3))
for a, b in itertools.permutations(range(3), 2):
    H_kanamori = H_kanamori + Up * num[2*a] @ num[2*b+1]
    H_kanamori += 0.5 * (Up - J) * (num[2*a] @ num[2*b]
                                    + num[2*a+1] @ num[2*b+1])
    H_kanamori -= J * cre[2*a] @ ann[2*a+1] @ cre[2*b+1] @ ann[2*b]
    H_kanamori += J * cre[2*a] @ cre[2*a+1] @ ann[2*b+1] @ ann[2*b]
assert abs(H - H_kanamori).max() < 1e-11

pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
S2 = np.zeros((64, 64), complex)
L2 = np.zeros((64, 64), complex)
for axis in range(3):
    S = sum(0.5 * pauli[axis][p, q] * cre[2*a+p] @ ann[2*a+q]
            for a in range(3) for p in range(2) for q in range(2))
    b, c = (axis + 1) % 3, (axis + 2) % 3
    L = sum(-1j * (cre[2*b+p] @ ann[2*c+p] - cre[2*c+p] @ ann[2*b+p])
            for p in range(2))
    S2 += S @ S
    L2 += L @ L
H_invariant = ((U - 3*J) * N @ (N - np.eye(64)) / 2 - 2*J*S2
               - J*L2/2 + 2.5*J*N)
assert abs(H - H_invariant).max() < 1e-11

pairs = np.flatnonzero(np.isclose(np.diag(N), 2))
levels = np.linalg.eigvalsh(H[np.ix_(pairs, pairs)])
expected = np.sort([A - 5*B] * 9 + [A + B + 2*C] * 5 + [A + 10*B + 5*C])
assert np.allclose(levels, expected, atol=1e-11, rtol=0)
distinct, degeneracy = np.unique(np.round(levels, 9), return_counts=True)
assert list(degeneracy) == [9, 5, 1]

# Coefficients of Racah parameters, including elements outside t2g.
elements = {
    't2g U': (XZ, XZ, XZ, XZ),
    't2g Uprime': (XZ, YZ, XZ, YZ),
    't2g J': (XZ, YZ, YZ, XZ),
    'eg U': (Z2, Z2, Z2, Z2),
    'eg Uprime': (Z2, X2Y2, Z2, X2Y2),
    'eg J': (Z2, X2Y2, X2Y2, Z2),
    'J(xy,x2-y2)': (XY, X2Y2, X2Y2, XY),
    '<xz,z2|xz,x2-y2>': (XZ, Z2, XZ, X2Y2)}
coefficients = {name: racah_coefficients(i) for name, i in elements.items()}
for name, target in {'t2g U': (1, 4, 3), 't2g Uprime': (1, -2, 1),
                     't2g J': (0, 3, 1), 'eg U': (1, 4, 3),
                     'eg Uprime': (1, -4, 1), 'eg J': (0, 4, 1),
                     'J(xy,x2-y2)': (0, 0, 1)}.items():
    assert np.allclose(coefficients[name], target, atol=1e-12)
assert kanamori_fit(tensor[np.ix_(EG, EG, EG, EG)])[3] < 1e-12
three_orbital = tensor[elements['<xz,z2|xz,x2-y2>']]
assert abs(three_orbital) > 1e-3

print('Angular integrals for m = +1 and -1 (dimensionless)')
for k, scale in zip(RANKS, (1, 7, 21)):
    print(f'k={k}: {scale}*c(1,1) = {scale*c_table[k][3, 3]:.6f}, '
          f'{scale**2}*c(1,-1)^2 = {(scale*c_table[k][3, 1])**2:.6f}')
print('Coefficients of A, B, C (dimensionless)')
for name, values in coefficients.items():
    print(f'{name}: ' + ', '.join(f'{v + 0.0:.6f}' for v in values))
print(f'Slater exponent zeta = {zeta:.1f} 1/bohr')
for k in RANKS:
    print(f'F{k} = {F[k]:.6f} hartree')
for name, value in (('A', A), ('B', B), ('C', C), ('D', D), ('X', X)):
    print(f'{name} = {value:.6f} hartree')
ev = physical_constants['Hartree energy in eV'][0]
for name, value in (('U', U), ('Uprime', Up), ('J', J)):
    print(f'{name} = {value:.6f} hartree = {value*ev:.3f} eV')
for energy, count in zip(distinct, degeneracy):
    print(f'two-electron level = {energy:.6f} hartree, states = {count}')
print(f'<xz,z2|xz,x2-y2> = {three_orbital:.6f} hartree')
print(f'Gaussian exponent in tests = {alpha:.1f} 1/bohr^2')
print(f'largest d-tensor difference from library = {library_error:.1e} hartree')
print(f'cubic control: l=4-type mixing coefficient = {mix:.1f}')
print(f'cubic control: U = {Uc:.6f} hartree')
print(f'cubic control: Uprime = {Upc:.6f} hartree')
print(f'cubic control: J = {Jc:.6f} hartree')
print(f'cubic control: U-Uprime-2J = {Uc-Upc-2*Jc:.6f} hartree')
print('done: every assertion held')
```

It prints:

```
Angular integrals for m = +1 and -1 (dimensionless)
k=0: 1*c(1,1) = 1.000000, 1*c(1,-1)^2 = 0.000000
k=2: 7*c(1,1) = 1.000000, 49*c(1,-1)^2 = 6.000000
k=4: 21*c(1,1) = -4.000000, 441*c(1,-1)^2 = 40.000000
Coefficients of A, B, C (dimensionless)
t2g U: 1.000000, 4.000000, 3.000000
t2g Uprime: 1.000000, -2.000000, 1.000000
t2g J: 0.000000, 3.000000, 1.000000
eg U: 1.000000, 4.000000, 3.000000
eg Uprime: 1.000000, -4.000000, 1.000000
eg J: 0.000000, 4.000000, 1.000000
J(xy,x2-y2): 0.000000, -0.000000, 1.000000
<xz,z2|xz,x2-y2>: 0.000000, -3.464102, 0.000000
Slater exponent zeta = 3.0 1/bohr
F0 = 0.774414 hartree
F2 = 0.408789 hartree
F4 = 0.266602 hartree
A = 0.744792 hartree
B = 0.005320 hartree
C = 0.021159 hartree
D = 0.792429 hartree
X = 0.074237 hartree
U = 0.829548 hartree = 22.573 eV
Uprime = 0.755311 hartree = 20.553 eV
J = 0.037119 hartree = 1.010 eV
two-electron level = 0.718192 hartree, states = 9
two-electron level = 0.792429 hartree, states = 5
two-electron level = 0.903785 hartree, states = 1
<xz,z2|xz,x2-y2> = -0.018429 hartree
Gaussian exponent in tests = 1.0 1/bohr^2
largest d-tensor difference from library = 2.3e-15 hartree
cubic control: l=4-type mixing coefficient = 0.5
cubic control: U = 0.744961 hartree
cubic control: Uprime = 0.684371 hartree
cubic control: J = 0.048813 hartree
cubic control: U-Uprime-2J = -0.037036 hartree
done: every assertion held
```
